\section*{Transit time of dispersive carriers in an exponential band tail, part 2}

A sheet of $\sigma$ carriers per area, injected at $x=0$ at time $t=0$, drifts through a film of thickness $L$ in a field $F$. Free carriers have mobility $\mu_0$ and speed $v=\mu_0F$; the trap-free transit time is $t_0=L/v$. Carriers are caught in tail states and released by heat. We seek the transit time $t_{\rm tr}$. A dimensional argument gives $t_{\rm tr}\propto(L/F)^{1/\alpha}$ for $\alpha=T/T_t<1$, with temperature $T$ and tail temperature $T_t$. For $\alpha>1$ the mean dwell time in traps is finite, and long transits give $t_{\rm tr}\propto L/F$.

The tail has $N_t$ states per volume, distributed as $\varphi(E)=e^{-E/kT_t}/kT_t$ in depth $E>0$ below the transport edge. The effective density of transport states is $N_c$, the capture coefficient $b$, the total capture rate $\omega_0=bN_t$, and the release rate $r(E)=\nu e^{-E/kT}$ with $\nu=bN_c$. The permittivity is $\epsilon$. Lengths are in cm or $\mu$m, fields in V/cm, times in s or $\mu$s, energies in eV or $kT$.

The free density $n(x,t)$ and the trapped density per unit energy $p(x,E,t)$ obey
\begin{align}
\frac{\partial p}{\partial t}&=\omega_0\varphi(E)\,n-r(E)\,p,
\label{eq:trap}\\
\frac{\partial}{\partial t}\left(n+\int_0^\infty p\,dE\right)
+v\frac{\partial n}{\partial x}&=0,
\label{eq:continuity}
\end{align}
with $n(x,0)=\sigma\delta(x)$ and $p(x,E,0)=0$. The finite-difference solution cited below solves these equations with discrete trap depths. The first gives
\begin{equation}
p(x,E,t)=\omega_0\varphi(E)\int_0^te^{-r(E)(t-t')}n(x,t')\,dt' .
\label{eq:psolution}
\end{equation}
The Laplace transform $\hat n(x,s)$ obeys
\begin{equation}
v\frac{\partial\hat n}{\partial x}+a(s)\hat n=\sigma\delta(x),\qquad
a(s)=s+s\omega_0\int_0^\infty\frac{\varphi(E)\,dE}{s+r(E)} .
\label{eq:adef}
\end{equation}
For $\alpha<1$ and $s\ll\nu$,
\begin{equation}
\hat n=\frac\sigma v e^{-a(s)x/v},\qquad
a(s)\simeq\omega_0C_\alpha\left(\frac s\nu\right)^\alpha,\qquad
C_\alpha=\frac{\pi\alpha}{\sin\pi\alpha},
\label{eq:recall}
\end{equation}
where the relative correction to $a(s)$ is
\begin{equation}
\delta(s)=\frac{1}{C_\alpha}\left(\frac s\nu\right)^{1-\alpha}
\left[\frac{N_c}{N_t}-\frac{\alpha}{1-\alpha}\right].
\label{eq:delta}
\end{equation}
Trap occupation is at most $b\sigma/(\mu_0F)$.

\subsection{The current in the external circuit}

Let $q$ be the carrier charge. At each $x$ the total current density is the sum of conduction and displacement current, $I=qvn+\epsilon\,\partial F/\partial t$, and it does not depend on $x$. Averaged over the film, the displacement part is proportional to the time derivative of $\int_0^LF\,dx$, which is the fixed applied voltage. It vanishes, and
\begin{equation}
I(t)=\frac{qv}{L}\int_0^Ln(x,t)\,dx .
\label{eq:current}
\end{equation}
The small field change caused by the carriers matters in this balance, while its effect on the drift speed is neglected. Inserting (\ref{eq:recall}) and integrating the exponential,
\begin{equation}
\hat I(s)=\frac{qv}{L}\,\frac\sigma v\,\frac va\left(1-e^{-aL/v}\right)
=q\sigma\,\frac{1-e^{-u}}{u},\qquad u=a(s)t_0 .
\label{eq:Ihat}
\end{equation}
As $s\to0$, $u\to0$ and $\hat I\to q\sigma$. The time integral of the current is the injected charge, as it must be when all carriers cross.

With the leading form of $a$,
\begin{equation}
u=(s\theta)^\alpha,\qquad
\theta=\frac1\nu\left(C_\alpha\omega_0\frac{L}{\mu_0F}\right)^{1/\alpha}.
\label{eq:theta}
\end{equation}
The transform depends on $s$ through $s\theta$. If $f_\alpha(\tau)$ has the transform $(1-e^{-s^\alpha})/s^\alpha$, then substituting $t=\theta\tau$ in the Laplace integral shows that
\begin{equation}
I(t)=\frac{q\sigma}{\theta}\,f_\alpha\!\left(\frac t\theta\right).
\label{eq:scaling}
\end{equation}
At fixed temperature, films of different thickness and field give the same curve on logarithmic axes, shifted. Any time defined by the shape of the curve is a fixed multiple of $\theta$, so the exponent $1/\alpha=T_t/T$ does not depend on which feature is called the transit time. This is the result of the dimensional argument, now with its scale.

\subsection{A case with a closed form: half the tail temperature}

For $\alpha=1/2$ the curve can be written down. The needed transform is
\begin{equation}
\int_0^\infty\frac{e^{-k^2/4\tau}}{\sqrt{\pi\tau}}\,e^{-s\tau}\,d\tau
=\frac{e^{-k\sqrt s}}{\sqrt s}\qquad(k\ge0).
\label{eq:pair}
\end{equation}
To prove it for $k>0$, put $\tau=w^2$, so that $d\tau/\sqrt\tau=2\,dw$. The exponent is $-sw^2-k^2/4w^2=-h^2-k\sqrt s$ with $h=\sqrt s\,w-k/2w$. The left side becomes $(2/\sqrt\pi)\,e^{-k\sqrt s}K$ with $K=\int_0^\infty e^{-h^2}dw$. The replacement $w\to k/(2\sqrt s\,w)$ changes $h$ to $-h$ and shows that also $K=\int_0^\infty e^{-h^2}\,k/(2\sqrt s\,w^2)\,dw$. The sum of both forms is
\begin{equation}
2K=\int_0^\infty e^{-h^2}\left(1+\frac{k}{2\sqrt s\,w^2}\right)dw
=\frac1{\sqrt s}\int_{-\infty}^{\infty}e^{-h^2}dh=\sqrt{\frac\pi s},
\end{equation}
because $dh=\sqrt s\,[1+k/(2\sqrt s\,w^2)]\,dw$. Hence $K=\sqrt\pi/(2\sqrt s)$, which gives (\ref{eq:pair}). The case $k=0$ follows by continuity. Subtracting $k=1$ from $k=0$,
\begin{equation}
f_{1/2}(\tau)=\frac{1-e^{-1/4\tau}}{\sqrt{\pi\tau}} .
\label{eq:half}
\end{equation}
For $\tau\ll1/4$ the exponential is negligible and $f\simeq(\pi\tau)^{-1/2}$. For $\tau\gg1/4$, $1-e^{-1/4\tau}\simeq1/4\tau$ and $f\simeq\tau^{-3/2}/(4\sqrt\pi)$. On logarithmic axes these are straight lines of slope $-1/2$ and $-3/2$. They are equal when $1=1/4\tau$, so they cross at $\tau=1/4$. The Scher--Montroll transit time is defined by this crossing, and here $t_{\rm tr}=\theta/4$.

\subsection{The two power laws for general $\alpha$}

At early times few carriers have reached the far face. Write $f_\alpha=f_\infty-h_\alpha$, where the transforms of the two parts are $s^{-\alpha}$ and $e^{-s^\alpha}s^{-\alpha}$. Since $\int_0^\infty\tau^{\alpha-1}e^{-s\tau}d\tau=\Gamma(\alpha)s^{-\alpha}$,
\begin{equation}
f_\infty(\tau)=\frac{\tau^{\alpha-1}}{\Gamma(\alpha)} .
\label{eq:early}
\end{equation}
This is the current of an endless film, and $h_\alpha\ge0$ is the share of it carried beyond $x=L$. For any $s>0$,
\begin{equation}
e^{-s\tau}\int_0^\tau h_\alpha\,d\tau'\le\int_0^\infty h_\alpha e^{-s\tau'}d\tau'
=\frac{e^{-s^\alpha}}{s^\alpha}.
\end{equation}
Multiply by $e^{s\tau}$ and choose $s$ so that the exponent $s\tau-s^\alpha$ is least. This requires $\tau=\alpha s^{\alpha-1}$, or $s\tau=\alpha s^\alpha$, and the exponent is then $-(1-\alpha)(\alpha/\tau)^{\alpha/(1-\alpha)}$. The charge that the far face removes from the signal is thus exponentially small at early times. For $\alpha=1/2$ the exponent is $-1/4\tau$, as in (\ref{eq:half}).

The late current comes from small $s$. The transform $\hat f_\alpha(s)=(1-e^{-s^\alpha})/s^\alpha$ is analytic except on the negative real axis. In the left half-plane $e^{-s^\alpha}$ grows at most as $e^{|s|^\alpha}$, which is slower than the decay of $e^{s\tau}$ away from the imaginary axis, and near that axis $\hat f_\alpha$ falls to zero. The inversion contour can therefore be folded around the negative axis. Below the cut $s=xe^{-i\pi}$ runs from $x=\infty$ to $0$, above it $s=xe^{i\pi}$ runs from $0$ to $\infty$, and $ds=-dx$ on both sides. The two values of $\hat f_\alpha$ are complex conjugates, so
\begin{equation}
f_\alpha(\tau)=-\frac1\pi\int_0^\infty e^{-x\tau}\,
\mathrm{Im}\,\hat f_\alpha(xe^{i\pi})\,dx .
\label{eq:cut}
\end{equation}
For large $\tau$ small $x$ dominates. There $\hat f_\alpha\simeq1-\tfrac12s^\alpha$, whose imaginary part above the cut is $-\tfrac12x^\alpha\sin\pi\alpha$. With $\int_0^\infty x^\alpha e^{-x\tau}dx=\Gamma(1+\alpha)\tau^{-1-\alpha}$ and $\sin(\pi\alpha)/\pi=1/[\Gamma(\alpha)\Gamma(1-\alpha)]$,
\begin{equation}
f_\alpha(\tau)\simeq\frac{\sin\pi\alpha}{2\pi}\,
\frac{\Gamma(1+\alpha)}{\tau^{1+\alpha}}
=\frac{\alpha}{2\Gamma(1-\alpha)}\,\tau^{-1-\alpha}.
\label{eq:late}
\end{equation}
The integral (\ref{eq:cut}) was evaluated numerically and tested against (\ref{eq:early}) and (\ref{eq:late}) for $\alpha=0.3$, $0.5$ and $0.7$.

Equating the two laws and multiplying by $\Gamma(\alpha)\tau^{1+\alpha}$ gives
\begin{equation}
\tau^{2\alpha}=\frac{\alpha\Gamma(\alpha)}{2\Gamma(1-\alpha)}
=\frac{\Gamma(1+\alpha)}{2\Gamma(1-\alpha)} .
\end{equation}
The transit time is therefore
\begin{equation}
t_{\rm tr}=\frac{c_\alpha}{\nu}
\left(C_\alpha\omega_0\frac{L}{\mu_0F}\right)^{T_t/T},\qquad
c_\alpha=\left[\frac{\Gamma(1+\alpha)}{2\Gamma(1-\alpha)}\right]^{1/2\alpha}.
\label{eq:result}
\end{equation}
At $\alpha=1/2$, $\Gamma(3/2)/[2\Gamma(1/2)]=1/4$ and $c=1/4$, as before. As $\alpha\to1$, $\Gamma(1-\alpha)$ diverges and $c_\alpha\to0$. In that limit $\hat f_\alpha\to(1-e^{-s})/s$, a rectangular pulse that ends at $\tau=1$. The late power law has lost its weight, and the crossing lies far ahead of the end of the pulse.

The law compares films at one temperature. When $T$ changes, the exponent, $C_\alpha$, $c_\alpha$ and possibly the material parameters change together.

\subsection{Where the carriers sit}

The slowing down can be seen in the trapped population. Before carriers leave, the number of free carriers varies as $t^{\alpha-1}$, by (\ref{eq:early}). Integrating (\ref{eq:psolution}) over $x$ and writing $t'=tw$, the population per unit energy is
\begin{equation}
P(E,t)\propto\varphi(E)\,t^\alpha\int_0^1w^{\alpha-1}e^{-z(1-w)}dw,
\qquad z=r(E)\,t .
\label{eq:population}
\end{equation}
Because $\varphi\propto e^{-E/kT_t}\propto r^\alpha$, the factor in front of the integral is proportional to $z^\alpha$. For $z\ll1$ the traps have not yet released, the integral is $1/\alpha$, and $P\propto z^\alpha$ falls with depth like the tail itself. For $z\gg1$ the integral is about $1/z$, and $P\propto z^{\alpha-1}$ rises with depth. The peak lies between. For $\alpha$ between about $0.3$ and $0.8$, $z$ lies between $0.4$ and $2.2$ there, and the peak is within one $kT$ of the demarcation energy
\begin{equation}
E_d(t)=kT\ln(\nu t).
\end{equation}
For $\alpha=1/2$ put $w=m^2/z$. Then $w^{-1/2}dw=2\,dm/\sqrt z$, and $P\propto D(\sqrt z)$, where $D(h)=e^{-h^2}\int_0^he^{m^2}dm$ is the Dawson function. The maximum of $D$ puts the peak $0.16\,kT$ below $E_d$ in the gap. The finite-difference solution gives $0.17\,kT$; the test allowed a difference of $0.1\,kT$.

The packet sinks to deeper traps as time passes, and its advance slows. In an endless film $I=q\sigma L^{-1}\,d\langle x\rangle/dt$, so integrating (\ref{eq:early}) gives the mean displacement
\begin{equation}
\langle x\rangle=\frac{L}{\Gamma(1+\alpha)}\left(\frac t\theta\right)^\alpha .
\end{equation}
Since $\theta^\alpha\propto L/F$, the thickness cancels and $\langle x\rangle\propto Ft^\alpha$. A distance that grows as $t^\alpha$ takes a time that grows as its power $1/\alpha$.

The same picture shows one way in which the law fails. If the tail ends at a finite depth, the mean dwell time is finite. As $E_d$ passes the end of the tail, the packet stops sinking, and the law changes gradually. When $E_d$ is a few $kT$ past the end, the transit time is nearly proportional to $L/F$.

\subsection{A worked film}

Take round model parameters: $T=300$ K, $T_t=600$ K, $L=4$ $\mu$m, $F=2\times10^4$ V/cm, $\mu_0=1$ cm$^2$/(V\,s), $\nu=10^{12}$ s$^{-1}$, $N_c=10^{20}$ cm$^{-3}$, $N_t=10^{19}$ cm$^{-3}$ and $\sigma=10^9$ cm$^{-2}$. The relative permittivity is 10.

The free speed is $v=2\times10^4$ cm/s, and $t_0=4\times10^{-4}/(2\times10^4)$ s $=0.02$ $\mu$s. The capture rate is $\omega_0=\nu N_t/N_c=10^{11}$ s$^{-1}$, so a carrier is caught $\omega_0t_0=2000$ times on average. With $\alpha=1/2$ and $C_\alpha=\pi/2$,
\begin{align}
\theta&=10^{-12}\ \text{s}\times(1.5708\times2000)^2=9.87\ \mu\text{s},\\
t_{\rm tr}&=\theta/4=2.47\ \mu\text{s}.
\end{align}
The finite-difference solution gives $2.48$ $\mu$s from straight lines fitted to its own early and late current; their slopes are $-0.500$ and $-1.499$. Between $0.01\,\theta$ and $30\,\theta$ its current differs from (\ref{eq:half}) by at most $1.4\%$ of the formula. These figures carry a discretization error of about $1\%$: inverting (\ref{eq:Ihat}) with the full $a(s)$ of (\ref{eq:adef}) gives a current within $0.5\%$ of (\ref{eq:half}), and the same fits then cross at $2.45$ $\mu$s.

Doubling $L$ at fixed field, or halving $F$ at fixed thickness, raises $t_{\rm tr}$ fourfold to $9.87$ $\mu$s. The apparent mobility $L/(Ft_{\rm tr})$ is $0.0081$ cm$^2$/(V\,s) for the first film and $0.0041$ cm$^2$/(V\,s) for the film of double thickness. It is not a material constant, since by (\ref{eq:result}) it varies as $(L/F)^{1-T_t/T}$.

The exponent was also measured by raising $L/F$ eightfold and following the time at which the logarithmic slope of the current passes $-1$. For $T/T_t=0.4$, $0.5$ and $0.7$ it came out as $2.500$, $2.001$ and $1.421$, where the law gives $2.500$, $2.000$ and $1.429$. The last film was fifty times thicker, to reach longer times. Its shortfall of $0.5\%$ has the sign expected from the correction $\delta$, which is positive here and fades as the transit becomes longer.

\subsection{What was neglected, in numbers}

The bound on trap occupation is $b\sigma/v=10^{-8}\times10^9/(2\times10^4)=5\times10^{-4}$, so the traps stay nearly empty. The field of the injected sheet is at most $q\sigma/\epsilon=181$ V/cm, or $0.9\%$ of the applied field.

Diffusion adds $-D\,\partial^2n/\partial x^2$ to the left side of (\ref{eq:continuity}), with $D=\mu_0kT/q$. A solution $e^{-\kappa x}$ then requires $a=v\kappa+D\kappa^2$. Arrival corresponds to $\kappa L\approx1$, where
\begin{equation}
\frac{aL}{v}\approx1+\frac{D}{vL}=1+\frac{kT}{qFL}.
\end{equation}
The ratio is $0.02585\ \text{V}/8\ \text{V}=0.3\%$. Since $a\propto s^\alpha$, the effect on times near the bend of the current is larger by $1/\alpha$, of the order of $0.6\%$ here. This is an estimate of size, and the actual shift depends on the contacts and on the feature chosen. With a blocking injecting face and an absorbing far face, the time at which the slope passes $-1$ comes about $0.5\%$ later, while the crossing $t_{\rm tr}$ of the two power laws moves only at second order in $kT/qFL$, by less than $0.05\%$.

At the transit time the demarcation energy is $0.38$ eV. The law needs the tail to remain exponential for several $kT$ beyond this depth, because the trapped population falls off there only as $e^{-E/kT_t}$, here $e^{-E/2kT}$. For the late slope to be seen, the tail must reach deeper still.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature T = 300 K
tail temperature Tt = 600 K
alpha = T/Tt = 0.500, exponent Tt/T = 2.000
thickness L = 4.0 um
field F = 2.00e+04 V/cm
free mobility = 1.00 cm^2/(V s)
release prefactor nu = 1.00e+12 1/s
transport states Nc = 1.00e+20 cm^-3
tail states Nt = 1.00e+19 cm^-3
sheet density sigma = 1.00e+09 cm^-2
relative permittivity = 10.0
thermal energy kT = 25.85 meV
capture coefficient b = 1.00e-08 cm^3/s
capture rate omega0 = 1.00e+11 1/s
free drift speed = 2.00e+04 cm/s
trap-free transit time = 0.0200 us
mean number of captures = 2000
C factor = 1.5708
crossing factor c = 0.2500
scale time theta = 9.870 us
transit time, formula = 2.467 us
transit time, kinetic solution = 2.481 us
early log-log slope, kinetic = -0.4996
late log-log slope, kinetic = -1.4992
largest waveform deviation = 1.39 %
transit time, L doubled = 9.870 us
transit time, F halved = 9.870 us
apparent mobility at L = 0.00811 cm^2/(V s)
apparent mobility at 2L = 0.00405 cm^2/(V s)
L/F exponent at T/Tt=0.4: 2.5003, law 2.5000
L/F exponent at T/Tt=0.5: 2.0012, law 2.0000
L/F exponent at T/Tt=0.7: 1.4214, law 1.4286
L/F exponent at T/Tt=2.0: 1.0002, law 1.0000
correction to a(s) at T/Tt=0.3: 0.0275 %
correction to a(s) at T/Tt=0.5: 0.3648 %
correction to a(s) at T/Tt=0.8: 7.3906 %
s used for these corrections = 4.053e+05 1/s
demarcation energy at t_tr = 0.3805 eV
trapped peak minus kT ln(nu t), kinetic = 0.172 kT
same offset from Dawson function = 0.158 kT
upper bound of trap occupation = 5.00e-04
field of injected sheet, q sigma/eps = 181.0 V/cm
sheet field / applied field = 0.90 %
diffusion ratio kT/(qFL) = 0.32 %
\end{verbatim}
